# Adsorption Uptake with Site Blocking and a Coverage-Dependent Barrier: a numerical check

```python
"""Uptake with site blocking and a barrier that rises with coverage.

Result under test: if dx/dt = k (1-x) exp(-g x) and x(0) = 0, then
    k t = exp(g) [E1(g (1-x)) - E1(g)]      for g > 0, 0 <= x < 1.
x : coverage / saturation coverage      k : initial uptake rate (1/s)
g : barrier rise w / (kB T)             E1: exponential integral
The scaled exposure k t is called tau. The example is a water pulse in
low-temperature oxide deposition with round, rough parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import exp1


def exposure(x, g):
    """Closed form for the scaled exposure that gives coverage x."""
    return np.exp(g) * (exp1(g * (1 - x)) - exp1(g))


def elovich_exposure(x, g):
    """Scaled exposure when site blocking is dropped."""
    return np.expm1(g * x) / g


def ein(z):
    """Entire exponential integral, from its definition."""
    return quad(lambda s: -np.expm1(-s) / s, 0, z)[0] if z != 0 else 0.0


def empty_fraction(tau, g, x_start=0.0):
    """1-x from numerical integration of the rate law for ln(1-x)."""
    sol = solve_ivp(lambda t, y: -np.exp(-g * (1 - np.exp(y))),
                    (0, tau[-1]), [np.log(1 - x_start)], method="DOP853",
                    t_eval=tau, rtol=1e-11, atol=1e-12)
    assert sol.success
    return np.exp(sol.y[0])


# ---------------- example parameters ----------------
temperature = 423.0                 # K
pressure_torr = 0.1                 # Torr
site_density = 5.0                  # 1/nm^2
reaction_probability = 1e-4         # on the empty surface
barrier_rise = 0.15                 # eV, empty to full surface
mass = 18.015 * const.atomic_mass   # kg, water molecule
kT = const.k * temperature          # J
kT_eV = kT / const.e                # eV
pressure = pressure_torr * const.torr
gas_density = pressure / kT         # 1/m^3
flux = pressure / np.sqrt(2 * np.pi * mass * kT) * 1e-18   # 1/(nm^2 s)
k = reaction_probability * flux / site_density
g = barrier_rise / kT_eV

# Flux from the Maxwell distribution of the normal velocity.
v_scale = np.sqrt(kT / mass)
mean_inward = v_scale * quad(
    lambda s: s * np.exp(-s * s / 2) / np.sqrt(2 * np.pi), 0, np.inf)[0]
assert abs(gas_density * mean_inward * 1e-18 / flux - 1) < 1e-7

# ---------------- closed form against the rate law ----------------
worst_error = 0.0
for g_test, tau_max in ((0.3, 4.0), (g, 100.0), (9.0, 3000.0)):
    tau = np.geomspace(0.1, tau_max, 25)
    x = 1 - empty_fraction(tau, g_test)
    worst_error = max(worst_error,
                      np.max(np.abs(exposure(x, g_test) / tau - 1)))
    # Elovich exposure bounds the true one from both sides.
    low = elovich_exposure(x, g_test)
    assert np.all(low < tau) and np.all(tau < low / (1 - x))
    # Start from a partly covered surface.
    x = 1 - empty_fraction(tau, g_test, x_start=0.3)
    gained = exposure(x, g_test) - exposure(0.3, g_test)
    assert np.max(np.abs(gained / tau - 1)) < 1e-6
assert worst_error < 1e-6

# Form valid for every real g, including attraction and g = 0.
for g_test in (-2.0, 0.0, 3.0):
    tau = np.array([0.2, 0.7, 1.5])
    for t, u in zip(tau, empty_fraction(tau, g_test)):
        general = np.exp(g_test) * (-np.log(u) + ein(g_test * u)
                                    - ein(g_test))
        assert abs(general / t - 1) < 1e-6

# Saturation tail and its first relative correction g(1-x).
tail_prefactor = np.exp(-ein(g))
tau_late = 6 * np.exp(g)
u_late = empty_fraction(np.array([tau_late]), g)[0]
excess = u_late / (tail_prefactor * np.exp(-tau_late * np.exp(-g))) - 1
assert abs(excess / (g * u_late) - 1) < 0.05

# Steepest slope of x against ln t.
best = minimize_scalar(
    lambda x: -exposure(x, g) * (1 - x) * np.exp(-g * x),
    bounds=(0.01, 0.99), method="bounded")
max_slope, x_slope = -best.fun, best.x
tau = np.geomspace(0.1, 200, 2000)
numeric_slope = np.gradient(1 - empty_fraction(tau, g), np.log(tau))
assert abs(numeric_slope.max() / max_slope - 1) < 1e-3
assert numeric_slope.max() < 1 / g

# ---------------- neglected effect: local correlations ----------------
rng = np.random.default_rng(7)


def simulate(shape, g, local, tau_end):
    """Random filling of periodic square lattices; returns tau and x.

    local: each occupied neighbour adds a quarter of the full barrier rise.
    otherwise: the barrier follows the mean coverage of all sites.
    """
    occupied = np.zeros(shape, dtype=np.uint8)
    tau, taus, coverages = 0.0, [0.0], [0.0]
    while tau < tau_end:
        step = 0.01 * (1 + tau)
        if local:
            neighbours = sum(np.roll(occupied, d, axis=a)
                             for a in (1, 2) for d in (1, -1))
            rates = np.exp(-g * np.arange(5) / 4)
            chance = (-np.expm1(-rates * step)).astype(np.float32)[neighbours]
        else:
            chance = -np.expm1(-np.exp(-g * coverages[-1]) * step)
        occupied |= rng.random(shape, dtype=np.float32) < chance
        tau += step
        taus.append(tau)
        coverages.append(occupied.mean())
    return np.array(taus), np.array(coverages)


# Simulator against the full master equation of a 3 by 3 periodic lattice.
generator = np.zeros((512, 512))
for state in range(512):
    for site in range(9):
        if state >> site & 1:
            continue
        r, c = divmod(site, 3)
        near = [((r + 1) % 3) * 3 + c, ((r - 1) % 3) * 3 + c,
                r * 3 + (c + 1) % 3, r * 3 + (c - 1) % 3]
        rate = np.exp(-g / 4 * sum(state >> n & 1 for n in near))
        generator[state | 1 << site, state] += rate
        generator[state, state] -= rate
probabilities = expm(5.0 * generator)[:, 0]
filled = np.array([bin(s).count("1") for s in range(512)]) / 9
taus, coverages = simulate((18000, 3, 3), g, True, 6.0)
assert abs(np.interp(5.0, taus, coverages) - probabilities @ filled) < 0.006

# Mean-coverage control must reproduce the closed form.
# Tolerance: random scatter and finite time step are each below one percent.
taus, coverages = simulate((3, 400, 400), g, False, 60.0)
control_90 = np.interp(0.9, coverages, taus)
assert abs(control_90 / exposure(0.9, g) - 1) < 0.025
taus, coverages = simulate((3, 400, 400), g, True, 150.0)
assert coverages[-1] > 0.9
lattice_50, lattice_90 = np.interp([0.5, 0.9], coverages, taus) / k

# ---------------- neglected effect: desorption ----------------
t90 = exposure(0.9, g) / k
desorption_barrier, attempt_rate = 1.4, 1e13       # eV, 1/s
kd = attempt_rate * np.exp(-desorption_barrier / kT_eV)
steady_empty = brentq(
    lambda u: k * u * np.exp(-g * (1 - u)) - kd * (1 - u), 0, 0.1,
    xtol=1e-14)
assert abs(steady_empty / (kd / k * np.exp(g)) - 1) < 0.02
t90_desorption = quad(
    lambda x: 1 / (k * (1 - x) * np.exp(-g * x) - kd * x), 0, 0.9)[0]

# ---------------- neglected effect: gas depletion ----------------
gap, residence = 0.010, 0.050                      # m, s
gas_per_area = gas_density * gap * 1e-18           # 1/nm^2
demand = site_density / gas_per_area
delay = residence * demand * 0.9


def coupled(t, y):
    x, p = y                                       # p: pressure / inlet
    uptake = k * p * (1 - x) * np.exp(-g * x)
    return [uptake, (1 - p) / residence - demand * uptake]


def reached(t, y):
    return y[0] - 0.9


reached.terminal = True
run = solve_ivp(coupled, (0, 3 * t90), [0.0, 1.0], method="DOP853",
                events=reached, rtol=1e-10, atol=1e-12)
assert len(run.t_events[0]) == 1
delay_numeric = run.t_events[0][0] - t90
assert abs(delay_numeric / delay - 1) < 0.01

# ---------------- sensitivity to the barrier rise ----------------
t90_shifted = exposure(0.9, (barrier_rise + 0.01) / kT_eV) / k

# ---------------- printed numbers ----------------
print(f"temperature = {temperature:.0f} K")
print(f"water pressure = {pressure_torr:.1f} Torr")
print(f"site density N = {site_density:.1f} nm^-2")
print(f"initial reaction probability s0 = {reaction_probability:.0e}")
print(f"barrier rise w = {barrier_rise:.2f} eV")
print(f"kB T = {kT_eV:.5f} eV")
print(f"flux = {flux:.3e} nm^-2 s^-1")
print(f"k = {k:.3f} s^-1")
print(f"g = {g:.4f}")
print(f"exp(g) = {np.exp(g):.3f}")
print(f"E1(g) = {exp1(g):.6f}")
print(f"E1(0.1 g) = {exp1(0.1 * g):.6f}")
print(f"largest relative error, closed form vs ODE = {worst_error:.1e}")
for x in (0.5, 0.9, 0.99):
    print(f"x={x}: kt full = {exposure(x, g):.3f}")
    print(f"x={x}: t full = {exposure(x, g) / k:.3f} s")
    print(f"x={x}: t Elovich = {elovich_exposure(x, g) / k:.3f} s")
    print(f"x={x}: t Langmuir = {-np.log(1 - x) / k:.3f} s")
print(f"dose for x=0.9 = {pressure_torr * t90:.3f} Torr s")
print(f"Elovich law passes x=1 at {elovich_exposure(1, g) / k:.3f} s")
print(f"Elovich x at true 90% time = {np.log1p(g * k * t90) / g:.3f}")
print(f"Ein(g) = {ein(g):.4f}")
print(f"tail prefactor exp(-Ein(g)) = {tail_prefactor:.4f}")
print(f"tail rate k exp(-g) = {k * np.exp(-g):.4f} s^-1")
t99_tail = np.exp(g) * (-np.log(0.01) - ein(g)) / k
print(f"x=0.99: t from tail formula = {t99_tail:.3f} s")
print(f"greatest dx/dln t = {max_slope:.4f} at x = {x_slope:.3f}")
print(f"1/g = {1 / g:.4f}")
print(f"apparent g from greatest slope = {1 / max_slope:.3f}")
print(f"apparent w from greatest slope = {kT_eV / max_slope:.3f} eV")
print(f"lattice, local barriers: t(x=0.5) = {lattice_50:.2f} s")
print(f"lattice, local barriers: t(x=0.9) = {lattice_90:.1f} s")
print(f"lattice change of t(x=0.9) = {100 * (lattice_90 / t90 - 1):.0f} %")
print(f"desorption barrier = {desorption_barrier:.1f} eV")
print(f"desorption prefactor = {attempt_rate:.0e} s^-1")
print(f"desorption rate kd = {kd:.2e} s^-1")
print(f"steady empty fraction = {100 * steady_empty:.2f} %")
print(f"desorption change of t90 = {100 * (t90_desorption / t90 - 1):.2f} %")
print(f"gas gap = {1e3 * gap:.0f} mm, residence = {1e3 * residence:.0f} ms")
print(f"gas molecules above surface = {gas_per_area:.1f} nm^-2")
print(f"depletion delay, formula = {1e3 * delay:.2f} ms")
print(f"depletion delay, coupled ODE = {1e3 * delay_numeric:.2f} ms")
print(f"t90 for w larger by 0.01 eV = {t90_shifted:.3f} s")
print("all tests passed")
```

Output:

```
temperature = 423 K
water pressure = 0.1 Torr
site density N = 5.0 nm^-2
initial reaction probability s0 = 1e-04
barrier rise w = 0.15 eV
kB T = 0.03645 eV
flux = 4.024e+05 nm^-2 s^-1
k = 8.048 s^-1
g = 4.1151
exp(g) = 61.257
E1(g) = 0.003289
E1(0.1 g) = 0.683476
largest relative error, closed form vs ODE = 6.7e-12
x=0.5: kt full = 2.566
x=0.5: t full = 0.319 s
x=0.5: t Elovich = 0.206 s
x=0.5: t Langmuir = 0.086 s
x=0.9: kt full = 41.666
x=0.9: t full = 5.177 s
x=0.9: t Elovich = 1.195 s
x=0.9: t Langmuir = 0.286 s
x=0.99: kt full = 162.376
x=0.99: t full = 20.176 s
x=0.99: t Elovich = 1.745 s
x=0.99: t Langmuir = 0.572 s
dose for x=0.9 = 0.518 Torr s
Elovich law passes x=1 at 1.819 s
Elovich x at true 90% time = 1.252
Ein(g) = 1.9952
tail prefactor exp(-Ein(g)) = 0.1360
tail rate k exp(-g) = 0.1314 s^-1
x=0.99: t from tail formula = 19.866 s
greatest dx/dln t = 0.1639 at x = 0.497
1/g = 0.2430
apparent g from greatest slope = 6.101
apparent w from greatest slope = 0.222 eV
lattice, local barriers: t(x=0.5) = 0.31 s
lattice, local barriers: t(x=0.9) = 9.5 s
lattice change of t(x=0.9) = 83 %
desorption barrier = 1.4 eV
desorption prefactor = 1e+13 s^-1
desorption rate kd = 2.09e-04 s^-1
steady empty fraction = 0.16 %
desorption change of t90 = 0.39 %
gas gap = 10 mm, residence = 50 ms
gas molecules above surface = 22.8 nm^-2
depletion delay, formula = 9.86 ms
depletion delay, coupled ODE = 9.85 ms
t90 for w larger by 0.01 eV = 6.398 s
all tests passed
```
